# Why the Breit-Pauli spin-orbit term collapses and Douglas-Kroll factors prevent it

Take one electron bound to a point nucleus of charge $Z=80$, add the Breit-Pauli spin-orbit operator to the nonrelativistic Hamiltonian, and diagonalize for $p_{1/2}$ symmetry in Gaussian functions. With 8, 10 and 12 functions the lowest energy is $-856$, $-861$ and $-877$ hartree. These numbers look reasonable, since the level without spin-orbit coupling lies at $-800$. Two more tight functions give $-7.7\times10^5$ hartree. The basis has not become worse: the operator has no lowest energy, and the small basis concealed this.

## The operator and its sign

I use hartree atomic units, with $c=1/\alpha=137.036$, an infinitely heavy nucleus and electron $g$-factor 2. For a central potential $V(r)$ the Breit-Pauli term is
$$H_{\rm BP}=\frac{\alpha^2}{2}\frac1r\frac{dV}{dr}\,\mathbf l\cdot\mathbf s
=\frac{\alpha^2Z}{2r^3}\,\mathbf l\cdot\mathbf s ,\qquad V=-\frac Zr .$$
From $\mathbf j=\mathbf l+\mathbf s$,
$$\mathbf l\cdot\mathbf s=\tfrac12\left[j(j+1)-l(l+1)-\tfrac34\right].$$
This is $-1$ for $p_{1/2}$ and $+\frac12$ for $p_{3/2}$. The $p_{1/2}$ radial Hamiltonian, acting on $u(r)=rR(r)$, is therefore
$$H=-\frac12\frac{d^2}{dr^2}+\frac1{r^2}-\frac Zr-\frac{\lambda}{r^3},\qquad \lambda=\frac{\alpha^2Z}{2}.$$
The attraction equals the centrifugal barrier at $r_c=\lambda$, which is $2.13\times10^{-3}$ bohr for $Z=80$. Inside $r_c$ the attraction is the stronger. The Compton length $1/c$ is $7.30\times10^{-3}$ bohr, so $r_c$ lies where an expansion in $p/c$ cannot be trusted.

## The counter-example: one Gaussian

Let $u=r^2e^{-\zeta r^2}$ and $a=2\zeta$. The integrals $J_m=\int_0^\infty r^me^{-ar^2}dr$ are
$$J_1=\frac1{2a},\quad J_2=\frac{\sqrt\pi}{4a^{3/2}},\quad J_3=\frac1{2a^2},\quad J_4=\frac{3\sqrt\pi}{8a^{5/2}},\quad J_6=\frac{15\sqrt\pi}{16a^{7/2}} .$$
Since $u'=(2r-2\zeta r^3)e^{-\zeta r^2}$, the kinetic energy density, barrier included, is
$$\tfrac12u'^2+\frac{u^2}{r^2}=(3r^2-4\zeta r^4+2\zeta^2r^6)e^{-ar^2}.$$
Dividing its integral by the norm $J_4$, with $J_2/J_4=4\zeta/3$ and $J_6/J_4=5/(4\zeta)$, gives $4\zeta-4\zeta+\frac52\zeta=\frac52\zeta$. Likewise $\langle r^{-1}\rangle=J_3/J_4=q\sqrt a$ and $\langle r^{-3}\rangle=J_1/J_4=qa^{3/2}$, with $q=4/(3\sqrt\pi)$. Hence
$$E(\zeta)=\frac52\zeta-Zq\sqrt{2\zeta}-\lambda q(2\zeta)^{3/2}.$$

The last term has the highest power of $\zeta$ and is negative, so $E\to-\infty$. To find the path there, put $s=\sqrt{2\zeta}$ and set the derivative to zero:
$$\frac52s-Zq-3\lambda qs^2=0 .$$
For $Z=80$ the smaller root is a minimum at $\zeta=320$ bohr$^{-2}$, with $E=-748$ hartree. The larger root is a maximum at $\zeta=1.22\times10^5$. There $s=495$, and the three terms are
$$E\approx(3.06-0.30-1.94)\times10^5=8.2\times10^4\ \text{hartree}.$$
Beyond $\zeta=2.66\times10^5$ the energy is again below the first minimum. An optimizer started near that minimum stops there, although it is only local.

A linear basis has no such barrier to cross, because diagonalization finds the lowest root wherever it lies. The table uses $n$ functions with exponents $0.01Z^2\,2^k$, $k=0,\dots,n-1$. The last column replaces the Breit-Pauli term by the Douglas-Kroll one derived below; its matrix elements were integrated on a logarithmic momentum grid. Energies are in hartree.

| $n$ | largest $\zeta$ (bohr$^{-2}$) | Breit-Pauli | Douglas-Kroll |
|---|---:|---:|---:|
| 8 | $8.2\times10^3$ | $-856.2$ | $-840.65$ |
| 10 | $3.3\times10^4$ | $-861.1$ | $-840.95$ |
| 12 | $1.3\times10^5$ | $-877.1$ | $-840.97$ |
| 14 | $5.2\times10^5$ | $-7.7\times10^5$ | $-840.97$ |
| 24 | $5.4\times10^8$ | $-9.7\times10^{10}$ | $-840.97$ |

Once collapse is complete, the energy should scale as the largest $\zeta^{3/2}$. Four more functions multiply $\zeta$ by 16 and the energy by $16^{3/2}=64$; from $n=26$ to $n=30$ the computed factor is 64.6.

## The general statement

For one electron and a point nucleus:

1. With $H_{\rm BP}$ added to $p^2/2-Z/r$, the energy is unbounded below in every channel $j=l-\frac12$, $l\ge1$, for every $Z>0$.
2. As a perturbation of the $2p_{1/2}$ level, $H_{\rm BP}$ gives finite first and second orders and a logarithmically divergent third order.
3. The first-order Douglas-Kroll spin-orbit term obeys $|\langle V_{\rm DK}\rangle|\le(\pi Z/8)\langle p\rangle$ for $p_{1/2}$. Added to $p^2/2-Z/r$, it leaves the $p_{1/2}$ energy bounded below for every $Z$.

The Breit-Pauli operator must therefore not enter a variational or self-consistent calculation in a basis free to grow. Its expectation value in a fixed $2p$ state is finite, and is a good approximation when $Z\alpha$ is small: the first-order $2p$ splitting $\alpha^2Z^4/32$ falls short of the Dirac value by 0.3% at $Z=10$, 3% at $Z=30$ and 22% at $Z=80$.

## Proof of unboundedness

For $j=l-\frac12$ the formula above gives $\mathbf l\cdot\mathbf s=-(l+1)/2$, a negative number. Choose a normalized smooth $u$ that vanishes near $r=0$ and at large $r$, and contract it: $u_s(r)=\sqrt s\,u(sr)$. Substituting $x=sr$ shows that $\langle r^{-k}\rangle$ is multiplied by $s^k$. The kinetic energy $T$, which has two derivatives or a factor $r^{-2}$, is multiplied by $s^2$. Thus
$$E(s)=s^2T-sZ\langle r^{-1}\rangle-s^3\,\frac{\alpha^2Z(l+1)}{4}\langle r^{-3}\rangle\longrightarrow-\infty .$$
This proves statement 1. It covers $d_{3/2}$ as well as $p_{1/2}$: with 24 functions the lowest $d_{3/2}$ root is $-4.8\times10^{10}$ hartree. In $p_{3/2}$ the term is repulsive and can only raise the energy; that root settles at $-779.38$ hartree.

A molecule offers no escape. Let one electron move in the field of several nuclei and contract a $p_{1/2}$ trial function about nucleus $a$. The other nuclei stay at a finite distance, so their potentials stay bounded. Their spin-orbit terms are bounded functions times one power of momentum, and grow at most as $s$. The $-s^3$ from nucleus $a$ still wins.

A finite nucleus removes the divergence, but except in the lightest atoms it does not remove the trouble. For a uniformly charged sphere of radius $R$, $V'(r)=Zr/R^3$ inside, so the spin-orbit attraction stops at $-\lambda/R^3$. With the round value $R=10^{-4}$ bohr, about $r_c/21$, this depth is $2.1\times10^9$ hartree. With 30 functions the lowest root is $-1.55\times10^9$ hartree ($-1.56\times10^9$ in a complete basis): finite, and without physical meaning. With the radius of mercury, $1.33\times10^{-4}$ bohr, it is $-6.0\times10^8$ hartree. Such a spurious state exists once $\lambda/R$ exceeds about 2.5. With measured nuclear radii boron ($\lambda/R=2.3$) escapes, but carbon ($\lambda/R=2.65$) already has a root near $-8\times10^6$ hartree.

## How far perturbation theory goes

Set $r=\rho/Z$. The Hamiltonian becomes $Z^2(h+g\rho^{-3})$, where $h$ is the $p$-wave Hamiltonian for unit charge and $g=-\lambda Z=-\alpha^2Z^2/2$. The unperturbed state is
$$u_0=N\rho^2e^{-\rho/2},\qquad N^2=\frac1{24},\qquad h u_0=-\tfrac18u_0 .$$
The first-order coefficient is $\langle\rho^{-3}\rangle=N^2\int_0^\infty\rho e^{-\rho}d\rho=1/24$. The first-order function $g\,w$ satisfies
$$\left(h+\tfrac18\right)w=\left(\tfrac1{24}-\rho^{-3}\right)u_0 .$$
To solve this, differentiate a power times the exponential:
$$\left(h+\tfrac18\right)\rho^ke^{-\rho/2}=\left\{\left[1-\tfrac{k(k-1)}2\right]\rho^{k-2}+\left(\tfrac k2-1\right)\rho^{k-1}\right\}e^{-\rho/2}.$$
Both coefficients vanish at $k=2$. Differentiating with respect to $k$ there shows that $\rho^2\ln\rho\,e^{-\rho/2}$ is mapped to $(-\frac32+\frac\rho2)e^{-\rho/2}$. Try $w=Ne^{-\rho/2}(A\rho+B\rho^2\ln\rho+D\rho^3)$. The equation requires
$$A\left(\rho^{-1}-\tfrac12\right)+B\left(-\tfrac32+\tfrac\rho2\right)+D\left(-2\rho+\tfrac{\rho^2}2\right)=\tfrac{\rho^2}{24}-\rho^{-1}.$$
The powers in turn give $A=-1$, $B=\frac13$, $D=\frac1{12}$, and the $\rho^2$ terms then agree.

The second-order coefficient is $\langle u_0|\rho^{-3}-\frac1{24}|w\rangle$. A multiple of $u_0$ added to $w$ would not change it, because $\langle u_0|\rho^{-3}-\frac1{24}|u_0\rangle=0$. With Euler's constant $\gamma_E$,
$$\int_0^\infty\rho\ln\rho\,e^{-\rho}d\rho=1-\gamma_E,\qquad \int_0^\infty\rho^4\ln\rho\,e^{-\rho}d\rho=50-24\gamma_E .$$
The $\rho^{-3}$ part, apart from $N^2$, is
$$-1+\frac{1-\gamma_E}3+\frac2{12}=-\frac12-\frac{\gamma_E}3 .$$
The part to be subtracted is
$$\frac1{24}\left(-6+\frac{50-24\gamma_E}3+10\right)=\frac{31}{36}-\frac{\gamma_E}3 .$$
Euler's constant cancels, leaving $\frac1{24}(-\frac12-\frac{31}{36})=-\frac{49}{864}$. Therefore
$$E_1=\frac{gZ^2}{24}=-\frac{\alpha^2Z^4}{48},\qquad E_2=-\frac{49}{864}g^2Z^2=-\frac{49}{3456}\alpha^4Z^6 .$$
For $Z=80$, $g=-0.1704$, so $E_1=-45.4$ and $E_2=-10.5$ hartree. This $E_2$ belongs to this operator alone and is not the full relativistic energy of order $\alpha^4$.

The third order contains $g^3\langle w|\rho^{-3}|w\rangle$. Near the nucleus $w\approx-N\rho$, whereas $u_0\sim\rho^2$. The integrand is then $N^2/\rho$, and
$$E_3\simeq\frac{g^3Z^2}{24}\int_{\rho_{\min}}\frac{d\rho}\rho ,$$
which diverges logarithmically to $-\infty$, since $g<0$. Making $w$ orthogonal to $u_0$ does not alter its leading term. This proves statement 2.

In a Gaussian basis the shortest resolved distance scales as $\zeta^{-1/2}$. Doubling the largest exponent should therefore add $\frac1{24}\cdot\frac12\ln2=0.01444$ to the coefficient of $g^3Z^2$. Sums over states for unit charge give 0.4114 with 30 functions and 0.4981 with 36, or 0.01444 per function. At $Z=80$ this is about $-0.46$ hartree per added function. In a convergent calculation the steps shrink as functions are added; here they approach a constant, which is how a logarithmic divergence shows itself.

## Where the kinematic factors come from

The free Dirac Hamiltonian is $h_D=c\,\boldsymbol\alpha\cdot\mathbf p+\beta c^2$, where $\boldsymbol\alpha$ and $\beta$ are the Dirac matrices. Its square is $E_p^2=c^2p^2+c^4$. Define
$$U=\frac{E_p+\beta h_D}{\sqrt{2E_p(E_p+c^2)}}=A_p\left(1+\frac{c\,\beta\boldsymbol\alpha\cdot\mathbf p}{E_p+c^2}\right),\qquad A_p=\sqrt{\frac{E_p+c^2}{2E_p}} .$$
The matrix $X=c\beta\boldsymbol\alpha\cdot\mathbf p/(E_p+c^2)$ obeys $X^\dagger=-X$ and $X^2=-(E_p-c^2)/(E_p+c^2)$. Hence $UU^\dagger=A_p^2(1-X^2)=1$. Also
$$(E_p+\beta h_D)h_D=E_ph_D+\beta E_p^2=\beta E_p(E_p+\beta h_D),$$
so $Uh_DU^\dagger=\beta E_p$: free electron and positron states are separated.

The potential has momentum matrix element $V(\mathbf p-\mathbf p')=-Z/(2\pi^2|\mathbf p-\mathbf p'|^2)$. The electron block of $UVU^\dagger$ is
$$A_pA_{p'}V(\mathbf p-\mathbf p')\left[1+\frac{c^2(\boldsymbol\sigma\cdot\mathbf p)(\boldsymbol\sigma\cdot\mathbf p')}{(E_p+c^2)(E_{p'}+c^2)}\right].$$
First-order Douglas-Kroll theory keeps this block. The neglected coupling to positron states acts from second order in $V$. Since $(\boldsymbol\sigma\cdot\mathbf p)(\boldsymbol\sigma\cdot\mathbf p')=\mathbf p\cdot\mathbf p'+i\boldsymbol\sigma\cdot(\mathbf p\times\mathbf p')$, the spin-orbit part is
$$V_{\rm DK}=\frac{f_pf_{p'}}{4c^2}\,i\boldsymbol\sigma\cdot(\mathbf p\times\mathbf p')\,V(\mathbf p-\mathbf p'),\qquad f_p=\frac{2c^2A_p}{E_p+c^2},\quad f_p^2=\frac{2c^4}{E_p(E_p+c^2)} .$$

For $p\ll c$, $f_p\to1$. What remains is $\boldsymbol\sigma\cdot(\nabla V\times\mathbf p)/(4c^2)$ in coordinate space, because $[p_i,V]=-i\partial_iV$. With $\nabla V=\mathbf r\,V'/r$ and $\boldsymbol\sigma=2\mathbf s$, this is $H_{\rm BP}$. The $r^{-3}$ form is thus the low-momentum limit, used at all momenta. The factor $f_p$ is 0.996 at $p=0.1c$, 0.765 at $p=c$ and 0.134 at $p=10c$. From $c^2p^2=E_p^2-c^4$,
$$f_p^2p^2=2c^2\,\frac{E_p-c^2}{E_p}\le2c^2 .$$
The two momenta that make the Breit-Pauli term so singular are each capped at $\sqrt2\,c$.

## Proof of the lower bound

Let $\varphi(p)$ be $p$ times the radial momentum function, with $\int\varphi^2dp=1$, and let $z=(p^2+p'^2)/(2pp')$. Projection of $V$ on angular momentum $l$ gives the kernel $-(Z/\pi)Q_l(z)$, where
$$Q_l(z)=\frac12\int_{-1}^1\frac{P_l(x)}{z-x}\,dx .$$
The operator $\boldsymbol\sigma\cdot\hat{\mathbf p}$ turns $p_{1/2}$ into $s_{1/2}$ angular functions, so $(\boldsymbol\sigma\cdot\mathbf p)V(\boldsymbol\sigma\cdot\mathbf p')$ contributes $pp'Q_0$. Its spin-free part has an extra $x$, and $xP_1=(2P_2+P_0)/3$ gives $pp'(2Q_2+Q_0)/3$. The difference is $\frac23pp'(Q_0-Q_2)$, so the $p_{1/2}$ kernel is
$$V_{\rm DK}(p,p')=-\frac{Z}{6\pi c^2}\,pp'f_pf_{p'}\,(Q_0-Q_2).$$
Because $1-P_2=\frac32(1-x^2)\ge0$, $Q_0-Q_2$ is positive.

For any positive symmetric kernel $G$ that depends on $p'/p$ alone, use
$$|\varphi(p)\varphi(p')|\le\frac12\left[\varphi(p)^2\frac p{p'}+\varphi(p')^2\frac{p'}p\right].$$
The two terms contribute equally, hence
$$\iint|\varphi|\,G\,|\varphi'|\,dp\,dp'\le\langle p\rangle\int_0^\infty G\,\frac{dt}t,\qquad t=\frac{p'}p .$$
To evaluate the last integral, set $t=e^y$, so $z=\cosh y$, and $x=\cos\theta$. The standard integral $\int_{-\infty}^\infty dy/(\cosh y-\cos\theta)=2(\pi-\theta)/\sin\theta$ gives
$$\int_0^\infty Q_l\frac{dt}t=\int_0^\pi P_l(\cos\theta)(\pi-\theta)\,d\theta .$$
This is $\pi^2/2$ for $l=0$ and 2 for $l=1$. For $Q_0-Q_2$ it is $\frac32\int_0^\pi\sin^2\theta\,(\pi-\theta)d\theta=\frac{3\pi^2}8$. With $pf_p\,p'f_{p'}\le2c^2$,
$$|\langle V_{\rm DK}\rangle|\le\frac Z{3\pi}\cdot\frac{3\pi^2}8\langle p\rangle=\frac{\pi Z}8\langle p\rangle .$$
The Coulomb term similarly obeys $\langle r^{-1}\rangle\le(2/\pi)\langle p\rangle$. Since $\langle p^2\rangle\ge\langle p\rangle^2$,
$$E\ge\tfrac12\langle p\rangle^2-\kappa Z\langle p\rangle\ge-\tfrac12\kappa^2Z^2,\qquad\kappa=\frac2\pi+\frac\pi8 .$$
This proves statement 3. For $Z=80$ the bound is $-3390$ hartree, a floor and not an estimate; the computed level is $-840.97$. In the fixed $2p$ state the factors reduce the spin-orbit energy from $-45.4$ to $-36.7$ hartree.

## With relativistic kinetic energy

The complete first-order Douglas-Kroll Hamiltonian has kinetic energy $E_p-c^2$, which grows only as $cp$, so regularity now depends on the charge. Its $p_{1/2}$ potential kernel is $-(Z/\pi)(A_pA_{p'}Q_1+B_pB_{p'}Q_0)$, with $B_p^2=1-A_p^2=\frac12(1-c^2/E_p)$. Apply the same inequality to $A_p\varphi$ and $B_p\varphi$:
$$|\langle V\rangle|\le\frac Z\pi\int p\varphi^2\left(2A_p^2+\frac{\pi^2}2B_p^2\right)dp\le Z\left(\frac1\pi+\frac\pi4\right)\langle p\rangle .$$
The last step holds because the bracket is $1+\frac{\pi^2}4+(1-\frac{\pi^2}4)c^2/E_p$, whose last term is negative. As $E_p-c^2\ge cp-c^2$, the energy is at least $-c^2$ if
$$Z\alpha\le\frac2{\pi/2+2/\pi},\qquad\text{that is, } Z\le124.16 .$$
Above this charge the factors no longer suffice. For $p\gg c$ both $A_p^2$ and $B_p^2$ tend to $\frac12$, so the bracket tends to its upper limit $1+\frac{\pi^2}4$. The inequality for $|\varphi(p)\varphi(p')|$ is an equality when $\varphi\propto1/p$. A trial function of this form, cut off at the ends of a wide enough range of large $p$, therefore brings $\langle V\rangle$ as close as desired to $-Z(\frac1\pi+\frac\pi4)\langle p\rangle$, while the kinetic energy is below $c\langle p\rangle$. If $Z$ exceeds the limit, the sum lies below a fixed negative multiple of $\langle p\rangle$, and moving the range to higher $p$ lowers it without end. For a model charge $Z=200$ the lowest root goes from $-4.8\times10^6$ to $-1.9\times10^7$ hartree between 26 and 30 functions.

The spin-orbit term still needs its factors here. With the scalar Douglas-Kroll terms but the bare Breit-Pauli operator, the $Z=80$ root is already $-1.1\times10^4$ hartree with 10 functions. The relativistic kinetic energy resists contraction less than $p^2/2$ does.

Regular does not mean equal to Dirac. The Dirac levels follow, with $k=j+\frac12$, from
$$E=c^2\left\{\left[1+\left(\frac{Z\alpha}{2-k+\sqrt{k^2-Z^2\alpha^2}}\right)^2\right]^{-1/2}-1\right\}.$$
At $Z=10$ the $2p$ splitting is 0.01670 hartree in both theories. At $Z=80$, with 24 functions, first-order Douglas-Kroll gives $-912.1$ and $-818.8$ hartree for $p_{1/2}$ and $p_{3/2}$; Dirac gives $-904.8$ and $-817.8$. The splittings are 93.2 and 87.0 hartree (2537 and 2368 eV), an excess of 7% relative to Dirac. That is the cost of dropping the coupling to positron states, and a larger basis does not remove it.
